Are the large components of different Dirac eigenstates orthogonal?

**Question**

I am eliminating the small component from the one-electron Dirac equation. The Dirac Hamiltonian is Hermitian, so its eigenstates are orthogonal. The equation left for the large component L has the same energies, and L carries most of the norm. I therefore expected the large components of different electronic states to be orthogonal too, perhaps after rescaling each one to unit norm.

Is that right? If not, which orthogonality relation do they obey, and how big is the effect for 1s and 2s of a hydrogen-like ion with Z = 80?

**Answer**

It is not right in general, and rescaling does not help. Hermiticity makes the complete four-component states orthogonal, which says nothing about the upper halves alone.

I use Hartree atomic units and measure energies E from the rest energy c². With K = c σ·p and a local scalar potential V, the Dirac equation is

V L + K†S = E L
K L + (V − 2c²) S = E S.

For normalized eigenstates i and j, orthogonality reads

⟨L_i|L_j⟩ + ⟨S_i|S_j⟩ = δ_ij.

For i ≠ j the two overlaps cancel each other. Neither has to vanish. Rescaling L_i and L_j multiplies their overlap by a nonzero number, so it cannot make a nonzero overlap zero.

**Why elimination does not restore orthogonality**

The second row gives S = (E + 2c² − V)⁻¹ K L. Inserted in the first row, it gives

[V + K†(E + 2c² − V)⁻¹K] L = E L.

For V ≤ 0 and real E above −2c², the factor E + 2c² − V is positive, so the bracket is well defined and Hermitian, but it contains E. Two states with different energies are eigenfunctions of two different operators, and the usual orthogonality proof needs a single one.

There are exceptions. In a central potential, states with different angular quantum numbers κ or m have orthogonal large components because their spin-angular functions are orthogonal. For a free particle, V = 0, the second row gives S = K L/(E + 2c²), and the first then gives K†K L = E(E + 2c²) L. Hence

⟨S_i|S_j⟩ = ⟨L_i|K†K|L_j⟩/[(E_i + 2c²)(E_j + 2c²)] = E_j⟨L_i|L_j⟩/(E_i + 2c²).

For positive-energy states the last factor E_j/(E_i + 2c²) is not negative, so the sum of the two overlaps can vanish only if ⟨L_i|L_j⟩ = 0.

**The correct metric**

Suppose one operator X, independent of the state, gives S_i = X L_i for all positive-energy (electronic) states. Then

δ_ij = ⟨L_i|L_j⟩ + ⟨X L_i|X L_j⟩ = ⟨L_i|M|L_j⟩, with M = 1 + X†X.

Such an X exists in a finite basis with n orthonormal functions for each component, if V is negative and n eigenvalues lie above −2c². Suppose a normalized combination of those n states had L = 0. As a combination of states above −2c², its mean energy would exceed −2c². As a pure small component, its mean energy would be ⟨S|V − 2c²|S⟩ < −2c². This is a contradiction, so the n large components are linearly independent. Collect them as columns of a square matrix L, and the small components as columns of S. Then L is invertible and X = S L⁻¹.

The metric is also unique there. If L†G L = 1, multiplying by (L†)⁻¹ from the left and L⁻¹ from the right gives

G = (L†)⁻¹L⁻¹ = (L L†)⁻¹,

so G must equal M. In the continuum I assume that X exists.

M does not serve the negative-energy states. Orthogonality of such a state to every electronic state gives ⟨L_i|L₋ + X†S₋⟩ = 0 for all i. Since the L_i span the space, L₋ = −X†S₋. These states are orthonormal through S₋ in the metric 1 + XX†. Their M-products with the electronic states, −⟨L_i|M X†|S₋⟩, could all vanish only if M X† = 0, that is, X = 0.

**What this does to the decoupled equation**

Putting S = X L in the first row gives an energy-independent equation,

A L = E L, A = V + K†X.

Now there is a single operator, but it is not Hermitian in general. Because the energies are real,

⟨L₁|A L₂⟩ − ⟨A L₁|L₂⟩ = (E₂ − E₁)⟨L₁|L₂⟩.

With the energies on a diagonal matrix E, A L = L E and L†M L = 1 give L†M A L = E, so M A = (L†)⁻¹E L⁻¹ is Hermitian. The Hermitian form of the problem is therefore

(M A) L = E M L,

with M on the right. Alternatively, the functions M^{1/2}L_i are orthonormal in the ordinary sense.

**The 1s and 2s states**

Take V = −Z/r, a point nucleus, and κ = −1. Let G/r be the large radial function and iF/r the small one, and define ζ = Z/c, γ = √(1 − ζ²) and ε = 1 + E/c². The radial equations are

G′ − G/r = [c(1 + ε) + ζ/r] F
F′ + F/r = [c(1 − ε) − ζ/r] G.

For 1s, try G₁ = n₁ r^γ e^(−Zr) and F₁ = −q G₁. The 1/r terms require γ − 1 = −ζq and q(γ + 1) = ζ. Both hold for

q = ζ/(1 + γ),

since ζ² = 1 − γ². The constant terms require Z = c(1 + ε)q and qZ = c(1 − ε), which hold for ε = γ.

For 2s, try

G₂ = n₂ r^γ e^(−λr)(1 + a r)
F₂ = −n₂ r^γ e^(−λr)(q + p a r).

The 1/r terms are the same as before. The terms in r give λ = c(1 + ε)p and λp = c(1 − ε), hence p² = (1 − ε)/(1 + ε) and λ = c√(1 − ε²). The constant terms of the two equations are

γa − λ = −c(1 + ε)q − ζpa
−pa(γ + 2) + λq = c(1 − ε) − ζa.

Using λ = c(1 + ε)p in the first and c(1 − ε) = λp in the second,

a(γ + ζp) = c(1 + ε)(p − q)
a[ζ − p(γ + 2)] = c(1 + ε)p(p − q).

For a ≠ 0, dividing the second by the first gives ζ − p(γ + 2) = p(γ + ζp), or ζ(1 − p²) = 2p(1 + γ). Therefore

q = 2p/(1 − p²).

Since 1 − p² = 2ε/(1 + ε), this also says q = √(1 − ε²)/ε, so ε² = 1/(1 + q²). With q² = (1 − γ)/(1 + γ) this becomes ε² = (1 + γ)/2, the 2s energy. It follows that λ = c√((1 − γ)/2) = Z/√(2(1 + γ)).

For the overlap, define

J = ∫₀^∞ r^(2γ) e^(−(Z+λ)r) dr = Γ(2γ + 1)/(Z + λ)^(2γ+1).

One more power of r multiplies the integral by R = (2γ + 1)/(Z + λ). Thus

⟨G₁|G₂⟩ = n₁n₂J(1 + aR)
⟨F₁|F₂⟩ = n₁n₂J q(q + paR).

Their sum is zero, so aR = −(1 + q²)/(1 + qp), and

1 + aR = q(p − q)/(1 + qp).

The relation between q and p simplifies this. From q − qp² = 2p we get q − p = p + qp² = p(1 + qp), so 1 + aR = −qp and

⟨L₁|L₂⟩ = −n₁n₂J qp.

With n₁, n₂ > 0, which makes both large functions positive near the nucleus, the overlap is negative. It is nonzero for every 0 < Z < c. Reversing the sign of one state reverses its sign.

The norms follow from the same kind of integral:

n₁² = (2Z)^(2γ+1)/[Γ(2γ + 1)(1 + q²)]
1/n₂² = (1 + q²)I₀ + 2a(1 + qp)I₁ + a²(1 + p²)I₂,

where I_k = Γ(2γ + 1 + k)/(2λ)^(2γ+1+k).

**Numbers for Z = 80**

Here ζ = 0.583788, γ = 0.811906, q = 0.322196 and p = 0.157121, so qp = 0.050624. With n₁ = 614.65 and n₂ = 254.2524, both in bohr^(−γ−1/2), and J = 4.881996 × 10⁻⁶ bohr^(2γ+1),

⟨L₁|L₂⟩ = −614.65 × 254.2524 × 4.881996 × 10⁻⁶ × 0.050624 = −0.03862.

Direct quadrature gives the same value, and +0.03862 for the small components. The large components carry the weights 0.90595 (1s) and 0.97591 (2s). After rescaling to unit norm, their overlap is

−0.03862/√(0.90595 × 0.97591) = −0.0411,

an angle of 92.4° instead of 90°.

As a numerical check of the metric, X was computed in a basis of 24 functions per component from the projector onto the positive-energy states, without using eigenvectors. Applied to the closed-form 1s and 2s functions, M gives norms of 1.00000000 and a cross product of magnitude about 10⁻¹⁴, that is, zero within the numerical accuracy of the calculation.

The energies are E₁ = −3532.19 and E₂ = −904.85 hartree. The non-Hermiticity of A between these states is therefore

(E₂ − E₁)⟨L₁|L₂⟩ = 2627.34 × (−0.038623) = −101.5 hartree.

Leaving out M on the right of the Hermitian equation is costly. The 1s expectation value becomes

⟨L₁|M A|L₁⟩/⟨L₁|L₁⟩ = E₁/0.90595 = −3898.9 hartree,

which is too deep by 10.4% of |E₁|. The size and sign of this error depend on the energy zero, because dropping M divides the energy by ⟨L₁|L₁⟩. With the rest energy kept in the Hamiltonian, the same step gives (E₁ + c²)/0.90595 − c² = −1949.4 hartree, which is too shallow. The value −3898.9 is an expectation value, and the lowest eigenvalue of M A with a unit metric lies lower still. The equation A L = E L needs no metric to give the right energies. The error comes from combining M A with a unit metric.

**Where the size comes from**

A scaling argument gives the overlap in another way. Let D = r·∇ and let H_tot = cα·p + βc² + V include the rest energy. Since [∂_i, D] = ∂_i, we have [cα·p, D] = cα·p. For the Coulomb potential r·∇V = −V, so [V, D] = −r·∇V = V. The matrix β commutes with D. Hence

[H_tot, D] = cα·p + V = H_tot − βc².

Take this between 1s and 2s. The boundary terms at the origin behave as r^(2γ) and vanish, and ⟨1|H_tot|2⟩ = 0, so

(E₁ − E₂)⟨1|D|2⟩ = −c²⟨1|β|2⟩.

Because the small overlap is minus the large one, ⟨1|β|2⟩ = ⟨L₁|L₂⟩ − ⟨S₁|S₂⟩ = 2⟨L₁|L₂⟩, and

⟨L₁|L₂⟩ = (E₂ − E₁)⟨1|r·∇|2⟩/(2c²).

For Z = 80, ⟨1|r·∇|2⟩ = −0.55211, which again gives −0.03862. The overlap is thus the energy difference divided by 2c², times a dimensionless matrix element. In a single state the left side of the commutator relation averages to zero, so ⟨β⟩ = ε. With ⟨β⟩ = 2⟨L|L⟩ − 1 this gives ⟨L|L⟩ = (1 + ε)/2, the weights used above.

For small ζ, γ → 1, q → ζ/2, p → q/2 = ζ/4, λ → Z/2 and a → 2c(−ζ/4) = −Z/2. Then n₁ → 2Z^(3/2). The three terms of 1/n₂² become (2 − 6 + 6)/Z³ = 2/Z³, so n₂ → Z^(3/2)/√2. Finally J → 2/(3Z/2)³ = 16/(27Z³), and

⟨L₁|L₂⟩ → −√2 × (16/27) × ζ²/8 = −(2√2/27) ζ².

The overlap vanishes in the nonrelativistic limit, where ordinary orthogonality returns. For Z = 1 it is −5.58 × 10⁻⁶, and for Z = 20 it is −0.00224. At Z = 80 its magnitude is 8.2% above the leading law.

All these values belong to a point nucleus without recoil or radiative corrections. For Z = 80, a uniformly charged nucleus of rms radius 5.46 fm changes the overlap to −0.03857, a shift of 0.13%, and raises E₁ by about 2 hartree. The relation ⟨L_i|1 + X†X|L_j⟩ = δ_ij does not depend on the Coulomb form of V, but the closed formula and the scaling relation do.

Values computed for the example and the checks

```
speed of light c = 137.035999 a.u.
nuclear charge Z = 80
zeta = Z/c = 0.583788 (dimensionless)
gamma = 0.811906 (dimensionless)
epsilon of 2s = 0.951816 (dimensionless)
lambda of 2s = 42.02495 bohr^-1
q = 0.322196 (dimensionless)
p = 0.157121 (dimensionless)
a = -48.86108 bohr^-1
n1 = 614.6500 bohr^-(gamma+1/2)
n2 = 254.2524 bohr^-(gamma+1/2)
Gamma(2g+1)/(Z+lam)^(2g+1) = 4.881996e-06 bohr^(2 gamma+1)
factor q(p-q)/(1+qp) = -0.050624
E(1s) = -3532.1921 hartree
E(2s) = -904.8478 hartree
large-component weight of 1s = 0.905953
large-component weight of 2s = 0.975908
large overlap 1s-2s, quadrature = -0.03862280
large overlap 1s-2s, formula = -0.03862280
small overlap 1s-2s, quadrature = 0.03862280
overlap of renormalized large components = -0.041076
angle between large components = 92.354 degrees
<1s| r.grad |2s> = -0.552111 (dimensionless)
large overlap from r.grad = -0.03862280
basis functions per component = 24
metric product 1s-1s = 1.00000000
metric product 2s-2s = 1.00000000
metric product 1s-2s, magnitude = 1.3e-14
<L1|A L2> - <A L1|L2> = -101.4754 hartree
1s energy with metric = -3532.1921 hartree
1s expectation with unit metric = -3898.8691 hartree
Z, large overlap, small-zeta law, ratio (dimensionless):
    1  -5.578493e-06  -5.578429e-06  1.000011
   20  -2.241660e-03  -2.231371e-03  1.004611
   50  -1.436170e-02  -1.394607e-02  1.029803
   80  -3.862280e-02  -3.570194e-02  1.081812
```
